\section*{Why gas switches on a quartz crystal can look like chemisorption}

\section{The result}

A quartz-crystal microbalance infers added mass from a fall in resonance frequency. Changing the gas over the crystal can cause the same fall by cooling it. Suppose that the original carrier gas is restored at time $t=0$. Measured from the baseline before the pulse, the frequency is then
\begin{equation}
y(t)=A+B\,e^{-t/\tau},\qquad
A=-\frac{f m}{\rho h},\qquad B=f\alpha\theta_0 .
\label{eq:main}
\end{equation}
Here $m$ is the retained mass per area, $\rho h$ the quartz mass per area, $\alpha$ the fractional change of frequency per kelvin, $\theta_0$ the crystal's temperature offset at $t=0$, and $\tau$ its thermal time. The fitted constant $A$ gives the mass. The decaying term adds none.

The separation has conditions. The thermal steady state must return, the retained mass must stay constant during the purge, and the record must be long enough to distinguish a constant from a decay. If the new gas stays on, its thermal shift is persistent too.

The model is classical and contains none of $\hbar$, $e$ and $m_e$, so its equations read the same in atomic units and in any other consistent set. Numbers are in the units of deposition work. The setting is a trimethylaluminium half-cycle in nitrogen near 450 K and 1 Torr, on a 6 MHz AT-cut crystal. Material values are rough typical ones; the heat couplings, pulse, noise and retained mass are chosen round values.

\section{The mass contribution}

Let the plate occupy $0<x<h$ and vibrate in thickness shear with displacement $u(x)\cos\omega t$. With shear modulus $\mu$, the wave equation gives $\omega^2=\mu q^2/\rho$ for wavenumber $q$. The face $x=0$ is free, so $u'(0)=0$ and $u=\cos qx$. A thin rigid film on the other face is accelerated by the plate's shear stress:
\begin{equation}
-\mu u'(h)=-m\omega^2u(h)
\quad\Longrightarrow\quad
\mu q\sin qh=-m\omega^2\cos qh .
\end{equation}
Dividing by $\mu q\cos qh$ and inserting $\omega^2$ gives
\begin{equation}
\tan qh=-r\,qh,\qquad r=\frac{m}{\rho h}.
\end{equation}
The unloaded fundamental has $qh=\pi$. Put $qh=\pi+\delta$. Since $\tan(\pi+\delta)\simeq\delta$,
\begin{equation}
\delta\simeq-r(\pi+\delta)
\quad\Longrightarrow\quad
\frac{\Delta f}{f}=\frac{\delta}{\pi}\simeq-\frac{r}{1+r}\simeq-\frac{m}{\rho h}.
\label{eq:mass}
\end{equation}
A finite-element vibration calculation at $r=10^{-3}$ gave 0.9991 of the last expression, close to the factor $1/(1+r)=0.9990$ that the final approximation drops. The remaining difference is mesh error: the ratio is 0.99911 with 120 elements and 0.99901 with 480.

For the 0.278 mm plate, \eqref{eq:mass} gives 12.27 ng/cm$^2$ per hertz. The chosen retained mass of 30 ng/cm$^2$, or 181 u/nm$^2$, therefore lowers the frequency by $30/12.27=2.44$ Hz.

\section{The thermal contribution}

\subsection{From temperature to frequency}

Near its inflection temperature $T_i$, take the cut to follow
\begin{equation}
f(T)=f_0\left[1+a_3(T-T_i)^3\right],
\end{equation}
with no linear term. Let $T_A$ be the steady temperature in carrier gas A, $D=T_A-T_i$, and $T=T_A+\theta$. Expanding the cube,
\begin{equation}
\frac{f(T)-f(T_A)}{f_0}=3a_3D^2\theta+3a_3D\theta^2+a_3\theta^3
\simeq\alpha\theta,\qquad \alpha=3a_3D^2 .
\end{equation}
The second term is smaller than the first by $\theta/D$, about $3\times10^{-4}$ here. The difference between $f_0$ and $f(T_A)$ is of the same relative size and is dropped in the formulas.

With $a_3=10^{-10}$ K$^{-3}$ and $T_i=300$ K, the slope $f_0\alpha$ is 40.0 Hz/K at 449 K but 0.18 Hz/K at 310 K. A crystal that is insensitive to temperature near room temperature can thus be a sensitive thermometer at deposition temperature. Since $\alpha>0$ here, cooling resembles mass gain and warming resembles mass loss.

\subsection{Why the gas changes the temperature}

Let $C=\rho hc$ be the plate's heat capacity per area, with $c$ its specific heat. A coefficient $g_h$ couples it to the holder and surrounding walls at $T_h$, and a coefficient $g$ couples it through the gas to a surface at $T_g$. For a nearly uniform plate temperature,
\begin{equation}
C\dot T=g_h(T_h-T)+g(T_g-T).
\label{eq:heat}
\end{equation}
In gas A, $g=g_A$ and the steady state obeys
\begin{equation}
g_h(T_h-T_A)=-g_A(T_g-T_A),\qquad
T_A=\frac{g_hT_h+g_AT_g}{g_h+g_A}.
\label{eq:steady}
\end{equation}
Substitute $T=T_A+\theta$ into \eqref{eq:heat} and use \eqref{eq:steady} to remove $T_h$:
\begin{align}
C\dot\theta&=g_h(T_h-T_A)+g(T_g-T_A)-(g_h+g)\theta\nonumber\\
&=(g-g_A)(T_g-T_A)-(g_h+g)\theta .
\label{eq:offset}
\end{align}
The driving term needs two things: a change of coupling, and a gas-side temperature different from that of the crystal.

During a pulse of gas B, $g=g_B$. Setting $\dot\theta=0$ gives the steady offset $\theta_B$, and the solution starting from $\theta=0$ approaches it exponentially. With $s$ the time since the pulse began,
\begin{equation}
\theta(s)=\theta_B\left(1-e^{-s/\tau_B}\right),\quad
\theta_B=\frac{(g_B-g_A)(T_g-T_A)}{g_h+g_B},\quad
\tau_B=\frac{C}{g_h+g_B}.
\label{eq:pulse}
\end{equation}
After a pulse of length $t_p$ the offset is $\theta_0=\theta(t_p)$. Restoring A removes the driving term from \eqref{eq:offset}, leaving
\begin{equation}
\theta(t)=\theta_0e^{-t/\tau},\qquad \tau=\frac{C}{g_h+g_A}.
\end{equation}
Adding $f\alpha\theta(t)$ to the mass shift gives \eqref{eq:main}.

\subsection{Why it resembles chemisorption}

Take first-order uptake on a finite number of sites, $\dot m=K(m_s-m)$, with rate $K$ and saturation mass $m_s$. Its solution from a bare surface is $m=m_s(1-e^{-Ks})$, the same function of time as \eqref{eq:pulse}. The thermal signal therefore imitates both uptake and saturation. Within this model, where frequency depends on temperature alone, the shape of the pulse record does not identify the cause. The response to the rate of temperature change, treated below, alters the shape.

If the shift at the start of the purge is converted directly to mass, \eqref{eq:main} gives
\begin{equation}
m_{\rm app}=-\frac{\rho h}{f}\,y(0)=m-\rho h\,\alpha\theta_0 .
\label{eq:false}
\end{equation}
Two limits show what controls the false part. For $t_p\ll\tau_B$, expand the exponential to first order:
\begin{equation}
\theta_0\simeq\theta_B\frac{t_p}{\tau_B}
=\frac{(g_B-g_A)(T_g-T_A)t_p}{C},
\end{equation}
so that, using $C=\rho hc$,
\begin{equation}
-\rho h\,\alpha\theta_0\simeq
-\frac{\alpha}{c}(g_B-g_A)(T_g-T_A)t_p .
\end{equation}
The plate thickness cancels: a thinner plate cools faster but needs less mass for the same fractional shift. At fixed $\alpha$ and couplings, a higher fundamental frequency therefore does not reduce the false mass to first order in $t_p/\tau_B$. For $t_p\gg\tau_B$ the false mass tends to $-\rho h\alpha\theta_B$, which is proportional to thickness if $g_h$ does not depend on it. If the holder coupling runs through the rim, $g_h$ itself grows with $h$, and the thickness largely cancels in this limit too.

\section{Weighing the two contributions}

Take $g_h=40$, $g_A=4$ and $g_B=5$ W/(m$^2$ K), with $T_h=450$ K and $T_g=440$ K. Then
\begin{align}
T_A&=\frac{40(450)+4(440)}{44}=449.09\ {\rm K},\\
\theta_B&=\frac{(5-4)(440-449.09)}{45}=-0.202\ {\rm K}.
\end{align}
The heat capacity is 662.8 J/(m$^2$ K), so $\tau_B=662.8/45=14.7$ s and $\tau=662.8/44=15.1$ s. A 4 s pulse gives
\begin{equation}
\theta_0=-0.202\left(1-e^{-4/14.73}\right)=-0.048\ {\rm K}.
\end{equation}
A simulation resolving heat flow through the plate thickness gave the same offset to the digits quoted.

The thermal shift is $40.0(-0.048)=-1.92$ Hz, equivalent to 23.6 ng/cm$^2$. In a control pulse without adsorption, all of this apparent mass is false. With 30 ng/cm$^2$ retained, the immediate reading is 53.6 ng/cm$^2$, which is 79\% above the retained mass.

Waiting reduces the false mass, but slowly. The false mass falls below 1 ng/cm$^2$ after $15.1\ln23.6\simeq48$ s. Fitting \eqref{eq:main} to a noise-free 60 s purge from the resolved simulation returned 30.0 ng/cm$^2$ for the reactive pulse and a constant of about $3\times10^{-5}$ Hz for the control.

\section{How well the fit can separate them}

Let the purge contain $N$ samples with independent noise of standard deviation $\sigma$, spread over a window $W$. Put $x=t/\tau$ and $w=W/\tau$. A small change of $A$ changes the fitted curve by a constant, and a change of $B$ changes it by a multiple of $e^{-x}$. A change of $\tau$ changes it by a multiple of $xe^{-x}$, because $\partial e^{-t/\tau}/\partial\tau=(t/\tau^2)e^{-t/\tau}$.

Let $R_i$ be what remains of the constant function 1, at sample $i$, after its least-squares fit by the other functions. Since $R$ is orthogonal to them, multiplying the data by $R_i$ and summing isolates the constant:
\begin{equation}
\hat A=\frac{\sum_iR_iy_i}{\sum_iR_i^2},\qquad
\mathrm{SD}(\hat A)=\frac{\sigma}{\sqrt N\,d},\qquad
d^2=\frac1N\sum_iR_i^2 .
\label{eq:error}
\end{equation}
The first formula uses $\sum_iR_i=\sum_iR_i^2$, which follows from the same orthogonality. When $\tau$ is fitted, the result is a linearization about the true curve. A baseline averaged over $N_0$ samples adds $\sigma^2/N_0$ to the variance.

If $\tau$ is known, $e^{-x}$ is the one competing function. With bars denoting averages over $0<x<w$,
\begin{equation}
d^2=1-\frac{\left(\overline{e^{-x}}\right)^2}{\overline{e^{-2x}}}
=\frac{\overline{e^{-2x}}-\left(\overline{e^{-x}}\right)^2}{\overline{e^{-2x}}}
\simeq\frac{w^2}{12}\qquad(w\ll1).
\end{equation}
The numerator is the variance of $e^{-x}$, which for small $w$ equals that of $x$, while the denominator tends to one.

If $\tau$ is also fitted, the residual is
\begin{equation}
1-ae^{-x}-bxe^{-x}=e^{-x}(e^x-a-bx).
\end{equation}
For small $w$ the prefactor tends to one, and $a+bx$ can match $e^x$ apart from its quadratic term $x^2/2$. The best straight-line fit to that term leaves
\begin{equation}
\frac12\left(x^2-wx+\frac{w^2}{6}\right),
\qquad d\simeq\frac12\sqrt{\frac{w^4}{180}}=\frac{w^2}{12\sqrt5}.
\end{equation}
The error thus grows as $1/w$ with known $\tau$ and as $1/w^2$ with fitted $\tau$, at a fixed number of samples. Over a short window an exponential looks like a straight line, and its end point cannot be found without knowing its curvature or its time constant.

With 0.1 Hz noise per sample, a 0.1 s sample step and a 30 s baseline, \eqref{eq:error} gives these standard errors of the mass:
\begin{itemize}
\item 60 s purge, $\tau$ fitted: 0.145 ng/cm$^2$. The spread over 400 simulated noisy records was 0.141.
\item 10 s purge, $\tau$ fitted: 7.6 ng/cm$^2$, from the linearized formula alone. This is only a scale: at this noise the linearization fails, and the fitted masses have a long tail towards low values.
\item 10 s purge, $\tau$ known: 0.66 ng/cm$^2$. The spread over 2000 records was 0.64.
\end{itemize}
An inert-gas control that supplies $\tau$ is therefore most valuable when the purge is short. Its own error matters: each 1\% excess in $\tau$ lowers the 10 s result by about 0.17 ng/cm$^2$. (The listed $-0.15$ applies the 1\% to the lumped $\tau$, which lies slightly below that of the resolved record.) At the same noise a 60 s control fixes $\tau$ to about 2\%, which raises the 0.66 to 0.7--0.75. A 10 s control fixes it to about 4\% if its constant is held at zero, which gives 0.9; with its constant left free it gains almost nothing. The assumed slower recovery places the final frequency too high, and so the mass too low.

\section{Contributions left out so far}

\subsection{A thermal state that does not return}

If gas B stays on, the thermal signal tends to $f\alpha\theta_B$. A constant-plus-decay fit to the simulated mass-free record assigns this limit a mass of 99 ng/cm$^2$. The fit finds the persistent part correctly; calling it mass is the error.

Imperfect restoration matters as well. If the gas coupling after the pulse is 1\% above its earlier value, the steady offset is
\begin{equation}
\frac{0.04(-9.09)}{44.04}=-0.0083\ {\rm K},
\end{equation}
which reads as 4.1 ng/cm$^2$. This is 28 times the random error of the 60 s fit. A slow warming of 1 mK/min gives a bias of about $-0.4$ ng/cm$^2$ over 60 s with $\tau$ held at its known value, and about $-0.5$ with $\tau$ fitted.

\subsection{Mass that leaves}

Let an additional loosely held mass $n_0$ desorb at rate $\kappa$. It adds $-(fn_0/\rho h)e^{-\kappa t}$ to $y$. When $\kappa=1/\tau$, the decaying terms combine into
\begin{equation}
\left(f\alpha\theta_0-\frac{fn_0}{\rho h}\right)e^{-t/\tau},
\end{equation}
and one frequency record cannot divide this amplitude between heat and mass. A non-adsorbing control with the same thermal history supplies the first part, and subtraction then gives the second.

At other rates the retained mass is biased. In the 60 s fit with free $\tau$, an extra 5 ng/cm$^2$ leaving with a time constant of 5 s adds 0.4 ng/cm$^2$ to the result. With a time constant of 100 s it adds 2.6 ng/cm$^2$; a fraction $e^{-0.6}=0.55$ of the extra mass is then still present when the record ends. Persistence is thus relative to the window. Nor does it prove chemisorption: a condensed layer that does not evaporate during the purge gives the same constant.

\subsection{Effects that decay with the thermal signal}

An AT-cut crystal also responds to the rate of temperature change. Write the thermal shift as $f(\alpha\theta+\tilde a\dot\theta)$. During the purge $\dot\theta=-\theta/\tau$, so
\begin{equation}
f(\alpha\theta+\tilde a\dot\theta)
=f\alpha\theta\left(1-\frac{\tilde a}{\alpha\tau}\right).
\end{equation}
For a rough $\tilde a=-10^{-5}$ s/K the factor is 1.10. The decay amplitude changes by 10\%, while the constant is unaffected in this model. The fit to the resolved simulation confirmed both statements, the second to within 0.01 Hz. During the pulse the term is larger. For a sudden gas switch $\dot\theta$ jumps to $\theta_B/\tau_B$, so the frequency steps up by $f\tilde a\theta_B/\tau_B=0.82$ Hz at the start and down by about as much at the end, and the control reads $-1.29$ Hz instead of $-1.92$ Hz just before gas A returns. With this $\tilde a$ the pulse record no longer has the simple uptake shape.

Reaction heat is smaller. At a rough 1.5 eV per retained fragment, releasing all of it at once would warm the plate by 1.2 mK and raise the frequency by 0.05 Hz, against the 1.92 Hz thermal fall.

\section{The model beside a real reactor}

The temperature, pressure and crystal frequency are ordinary for this process. If each retained fragment adds a net 56 u, for Al(CH$_3$)$_2$ replacing H, then 30 ng/cm$^2$ means 3.2 fragments per nm$^2$, a plausible coverage. Conduction across a 1 cm gas gap is roughly 3.6 W/(m$^2$ K), which supports the size of $g_A$. The change to $g_B$ is a choice in both size and sign, not an estimate for trimethylaluminium, and the false mass is nearly proportional to it. A heavy vapour can conduct less heat than nitrogen; the coupling would then fall, and the false mass would change sign. The 4 s pulse and 60 s purge are long for production cycles and suit a diagnostic run. A continuum estimate of viscous loading by the gas gives 0.15 Hz, but it does not hold at 1 Torr: the viscous depth at 6 MHz, about 0.04 mm, is shorter than the mean free path, about 0.08 mm. Whatever its size, the change in this loading vanishes when the gas state is restored. Real crystals are held at the rim, so their temperature is not uniform across the face. The lateral spreading time, estimated for a 7 mm radius and an insulated rim, is 1.3 s, about 9\% of $\tau$, so early samples contain a faster decay. In a radial model with the holder coupled only through the rim, its slowest time matched to $\tau$ and the frequency sensed within about 2 mm of the centre, this decay shifts the 60 s fit by only $-0.1$ ng/cm$^2$. It shifts the 10 s fit, with $\tau$ fixed at the slowest time, by about $+1$ ng/cm$^2$, more than its random error. Of the disturbances to a restored-gas measurement tried here, at the sizes chosen, imperfect return of the carrier's thermal coupling has the largest effect: a 1\% error moves the 30 ng/cm$^2$ result by 14\%. The numerical output below lists the main inputs and results.

For a crystal with appreciable $\alpha$, a sound measurement under these conditions uses the same carrier state before and after the pulse, a purge of several $\tau$ or an independently measured $\tau$, and an inert control with the same thermal history. The control's constant tests whether the thermal state returns in that run, and its amplitude shows how much of the immediate signal was heat, provided that the reactive run repeats the same thermal history.

\section*{Table of computed values}
\begin{verbatim}
Crystal frequency: 6 MHz
Plate thickness: 0.2779 mm
Quartz density: 2650 kg/m3
Quartz shear modulus: 29.47 GPa
Quartz specific heat: 900 J/(kg K)
Quartz conductivity: 6 W/(m K)
Cubic frequency coefficient: 1e-10 1/K3
Inflection temperature: 300 K
Holder temperature: 450 K
Gas-side temperature: 440 K
Couplings holder, A, B: 40, 4, 5 W/(m2 K)
Pulse, purge, short window: 4, 60, 10 s
Sample step, baseline: 0.1, 30 s
Noise per sample: 0.1 Hz
FEM shift / mass-law shift: 0.999112 (ratio)
Mass per frequency: 12.27 ng/(cm2 Hz)
Heat capacity per area: 662.8 J/(m2 K)
Steady temperature in A: 449.091 K
Frequency slope in A: 40.01 Hz/K
Frequency slope at 310 K: 0.18 Hz/K
Steady offset in B: -0.202 K
Thermal time in B: 14.73 s
Thermal time in A: 15.06 s
Offset at pulse end, formula: -0.04805 K
Offset at pulse end, simulation: -0.04805 K
Immediate control shift: -1.922 Hz
False mass in control: 23.59 ng/cm2
True retained mass: 30 ng/cm2
True retained mass, converted: 180.7 u/nm2
True mass step: -2.444 Hz
Immediate reactive shift: -4.367 Hz
Immediate apparent mass: 53.6 ng/cm2
Fitted control constant: 3.34e-05 Hz
Fitted reactive constant: -2.445 Hz
Fitted retained mass: 30.01 ng/cm2
Fitted thermal time: 15.07 s
False mass if B stays: 99.12 ng/cm2
60 s error, predicted: 0.145 ng/cm2
60 s error, trials: 0.141 ng/cm2
10 s error, fitted time (linear): 7.55 ng/cm2
10 s error, known time: 0.658 ng/cm2
10 s known-time trials: 0.643 ng/cm2
10 s bias, time 1% high: -0.148 ng/cm2
False mass, carrier coupling 1% high: 4.06 ng/cm2
Bias, 5 ng/cm2 leaving in 5 s: 0.376 ng/cm2
Bias, 5 ng/cm2 leaving in 100 s: 2.65 ng/cm2
Bias, drift +1 mK/min, known time: -0.356 ng/cm2
Bias, 0.5 s exchange, 3 s delay: -0.000333 ng/cm2
Rate-response amplitude factor: 1.1 (ratio)
Gas-load scale at 1 Torr: 0.15 Hz
Gas-conduction estimate: 3.6 W/(m2 K)
Retained fragments: 3.23 1/nm2
Reaction heat per fragment: 1.5 eV
Reaction warming: 1.2 mK
Reaction frequency shift: 0.047 Hz
Lateral heat-spreading time: 1.3 s
\end{verbatim}
